# Renyi entropies, disequilibrium and statistical complexity of the hydrogenic 1s density

## Problem

An electron is in the 1s state of a fixed point nucleus of charge $Z$, without relativity. In Hartree atomic units its normalized density is

$$\rho(r)=\frac{Z^3}{\pi}\,e^{-2Zr},\qquad \int\rho\,d^3r=1 .$$

For $q>0$, $q\neq1$, the Renyi entropy of order $q$ is

$$R_q=\frac{1}{1-q}\,\ln\int\rho^q\,d^3r .$$

The Shannon entropy is $S=-\int\rho\ln\rho\,d^3r$, and the disequilibrium is $D=\int\rho^2\,d^3r$. Logarithms are natural, and the density inside them is its numerical value in bohr$^{-3}$.

(a) Find $R_q$ and $S$ as functions of $Z$.

(b) Find $D$.

(c) The Lopez-Ruiz-Mancini-Calbet complexity combines $S$ and $D$ into one number that is meant to describe the shape of a density and not its size. Decide which combination does this, and find its value for each $Z$.

## A tempting solution

The nuclear charge merely sets the length scale, so measure lengths in units of $1/Z$ by putting $x=Zr$. The density becomes

$$f(x)=\frac{1}{\pi}\,e^{-2x},$$

which contains no $Z$. It is the density of hydrogen, for which

$$S=3+\ln\pi=4.1447,\qquad D=\frac{1}{8\pi}=0.0398 .$$

Complexity should be large when a density is both spread out and far from uniform, so take the product of the two measures:

$$C=SD=\frac{3+\ln\pi}{8\pi}=0.1649 .$$

Since $Z$ has dropped out of $f$, this is the value for every $Z$.

## Where it fails

The two numbers are right for hydrogen. The fault is in carrying them over to other charges. The function $f$ is the correct density in the variable $x$, but $x$ measures length in units of $1/Z$, which is a different unit for each charge. The problem asks for the density in bohr$^{-3}$ throughout. When lengths in bohr shrink by a factor $Z$, the values of the density must grow by $Z^3$ to keep the total probability equal to one. The relation between the two densities is

$$\rho(r)=Z^3 f(Zr),$$

and the tempting solution left out the factor $Z^3$ that leads back to bohr$^{-3}$. To see what it does, insert this relation in the integral of $\rho^q$ and use $d^3r=Z^{-3}d^3x$:

$$\int\rho^q\,d^3r=Z^{3q}\,Z^{-3}\int f^q\,d^3x=Z^{3(q-1)}\int f^q\,d^3x .$$

The powers of $Z$ cancel for $q=1$, which is the normalization. For $q=2$ a factor $Z^3$ is left, so $D$ grows as $Z^3$. For the Shannon entropy,

$$S=-\int f\,\bigl(\ln Z^3+\ln f\bigr)\,d^3x=-3\ln Z-\int f\ln f\,d^3x ,$$

so $S$ falls by $3\ln Z$. A factor $Z^3$ in $D$ cannot be compensated in the product $SD$ by a term subtracted from $S$. Direct quadrature gives $SD=0.165,\ 0.657,\ 0.912$ and $-0.036$ bohr$^{-3}$ for $Z=1,2,3,4$. The product is not constant, and at $Z=4$ it is negative.

The unit bohr$^{-3}$ is a second warning: a number that describes shape alone cannot carry a unit of inverse volume. For a continuous density the plain product therefore does not do what part (c) asks.

The scaling itself shows how to repair the product. Keep the first power of $D$ and look for a quantity of the form $C=D\,g(S)$ that is unchanged when a density is compressed by any factor $\lambda>0$. Compression multiplies $D$ by $\lambda^3$ and lowers $S$ by $t=3\ln\lambda$, so we need

$$e^{t}\,g(S-t)=g(S)\quad\text{for all }S\text{ and }t .$$

Choosing $t=S$ gives $g(S)=g(0)\,e^{S}$. The constant $g(0)$ is a matter of normalization. A density that is uniform in a volume $V$ has $S=\ln V$ and $D=1/V$, hence $D\,e^S=1$; we choose $g(0)=1$ so that this simplest shape has complexity one. The definition is therefore

$$C=D\,e^{S},$$

the exponential form of the Lopez-Ruiz-Mancini-Calbet complexity. Any function of this $C$, such as $C^2$, is also unchanged by compression; keeping the first power of $D$ is what selects $C$ itself.

## Solution

### (a) Renyi and Shannon entropies

All the integrals needed come from one elementary integral. For $a>0$,

$$\int_0^\infty e^{-ar}\,dr=\frac1a .$$

Each derivative with respect to $a$ brings down a factor $-r$ on the left. Two and three derivatives give

$$\int_0^\infty r^2e^{-ar}\,dr=\frac{2}{a^3},\qquad \int_0^\infty r^3e^{-ar}\,dr=\frac{6}{a^4}.$$

The density is spherical, so $d^3r$ may be replaced by $4\pi r^2\,dr$. Raising $\rho$ to the power $q$ changes the decay constant from $2Z$ to $a=2Zq$:

$$\int\rho^q\,d^3r=\left(\frac{Z^3}{\pi}\right)^{q}4\pi\int_0^\infty r^2e^{-2Zqr}\,dr
=\left(\frac{Z^3}{\pi}\right)^{q}\frac{8\pi}{8Z^3q^3}.$$

The last fraction equals $(\pi/Z^3)\,q^{-3}$, and $\pi/Z^3$ cancels one power of the prefactor:

$$\int\rho^q\,d^3r=\left(\frac{Z^3}{\pi}\right)^{q-1}\frac{1}{q^3}.$$

At $q=1$ the right side is one, as normalization requires. The logarithm is

$$\ln\int\rho^q\,d^3r=(q-1)\ln\frac{Z^3}{\pi}-3\ln q .$$

Now divide by $1-q$. In the first term $(q-1)/(1-q)=-1$, which turns the logarithm over. In the second, $-3\ln q/(1-q)=3\ln q/(q-1)$. Thus

$$\boxed{R_q=\ln\frac{\pi}{Z^3}+\frac{3\ln q}{q-1}}$$

The charge and the order $q$ appear in separate terms. The first fixes the size of the atom, and the second depends on the exponential shape.

To reach the Shannon entropy, let $q\to1$. Since $\int\rho^q\,d^3r\to1$, both $\ln\int\rho^q\,d^3r$ and $1-q$ vanish, and the limit is the ratio of their derivatives at $q=1$:

$$\lim_{q\to1}R_q=\frac{\int\rho\ln\rho\,d^3r}{-1}=S .$$

On the other side of the result, $\ln q/(q-1)\to1$, because $\ln q$ has slope one at $q=1$. Therefore

$$\boxed{S=3+\ln\pi-3\ln Z}$$

The same value follows without any limit. From $\ln\rho=\ln(Z^3/\pi)-2Zr$,

$$S=-\ln\frac{Z^3}{\pi}+2Z\langle r\rangle ,$$

and the mean radius is

$$\langle r\rangle=\frac{Z^3}{\pi}\,4\pi\,\frac{6}{(2Z)^4}=\frac{24Z^3}{16Z^4}=\frac{3}{2Z}.$$

Hence $2Z\langle r\rangle=3$. The 3 in the entropy is the mean of the exponent $2Zr$.

The dependence on $q$ is easiest to read from the identity

$$\frac{\ln q}{q-1}=\int_0^1\frac{dt}{1+t(q-1)} ,$$

which is checked by doing the integral. For every $t$ between 0 and 1 the integrand decreases as $q$ grows, so $R_q$ decreases with $q$. Two limits show what the order does.

- As $q\to0$, $R_q\to\infty$. In this limit $\rho^q$ approaches one wherever $\rho>0$, so the integral measures the volume on which the density does not vanish. For an exponential that volume is infinite.
- As $q\to\infty$, $\ln q/(q-1)\to0$ and $R_q\to\ln(\pi/Z^3)=-\ln\rho(0)$. Large orders see the point of highest density, which is the nucleus.

### (b) Disequilibrium

The disequilibrium is the moment with $q=2$:

$$\boxed{D=\frac{Z^3}{\pi}\cdot\frac{1}{2^3}=\frac{Z^3}{8\pi}}$$

Written as $D=\int\rho\,\rho\,d^3r$, it is the density averaged over the positions of the electron. The result says that this average is one eighth of the density at the nucleus, $\rho(0)=Z^3/\pi$. By the definition of $R_q$, also $R_2=-\ln D$.

### (c) Complexity

The exponential of the Shannon entropy is

$$e^S=e^3\,e^{\ln\pi}\,e^{-3\ln Z}=\frac{\pi e^3}{Z^3}.$$

Multiplying by $D$,

$$\boxed{C=D\,e^S=\frac{Z^3}{8\pi}\cdot\frac{\pi e^3}{Z^3}=\frac{e^3}{8}\approx2.5107}$$

for every $Z>0$. Both $Z^3$ and $\pi$ cancel. Since $D=e^{-R_2}$, the complexity can also be written

$$C=e^{R_1-R_2},\qquad R_1\equiv S .$$

All the $R_q$ contain the same term $\ln(\pi/Z^3)$, and a difference of two of them removes it.

## What the number measures

For a uniform density in a volume $V$, both $e^S$ and $1/D$ equal $V$. For any other density they can be read as two effective volumes. The first weights the logarithm of the density and gives the thin outer region more say; the second weights the density itself and favours the core. $C$ is the ratio of the first to the second.

This ratio has a lower bound. The logarithm is a concave function, so the logarithm of an average is at least the average of the logarithm (Jensen's inequality). Averaging with weight $\rho$,

$$\ln D=\ln\int\rho\,\rho\,d^3r\ \ge\ \int\rho\ln\rho\,d^3r=-S .$$

Adding $S$ to both sides gives $\ln C\ge0$, or $C\ge1$. Because the logarithm is strictly concave, equality requires $\rho$ to be constant wherever it is not zero.

A family of shapes places the 1s value on this scale. Take

$$\rho_p(r)=N e^{-(r/b)^p},\qquad p>0,$$

with $N$ fixed by normalization, and define

$$I(s)=\int e^{-s(r/b)^p}\,d^3r .$$

The substitution $r=s^{-1/p}r'$ removes $s$ from the exponent and gives $I(s)=s^{-3/p}I(1)$, while normalization means $N=1/I(1)$. The mean of the exponent is

$$\left\langle (r/b)^p\right\rangle=-\frac{I'(1)}{I(1)}=\frac3p ,$$

so that $S=-\ln N+3/p$. The disequilibrium is

$$D=N^2I(2)=N^2\,2^{-3/p}I(1)=N\,2^{-3/p}.$$

In the product $D\,e^S$ the constant $N$ cancels:

$$C=2^{-3/p}\,e^{3/p}=\left(\frac e2\right)^{3/p}.$$

The 1s density is the case $p=1$, and $(e/2)^3=e^3/8$ is recovered. A Gaussian has $p=2$ and $C=(e/2)^{3/2}=1.5845$. As $p\to\infty$ the density becomes a uniform ball of radius $b$, and $C\to1$. Within this family, a smaller $p$ means a sharper peak with a longer tail, and a larger complexity. Quadrature for the Gaussian and for a uniform ball confirms the values $1.5845$ and $1$.

## Worked example: the ion He$^+$

Take $Z=2$ in the same model, with a fixed point nucleus and no relativity. The density at the nucleus is

$$\rho(0)=\frac{8}{\pi}=2.5465\ \text{bohr}^{-3},\qquad \ln\frac{\pi}{8}=-0.9347 .$$

The entropies follow by adding the shape term:

$$S=3-0.9347=2.0653,$$

$$R_2=3\ln2-0.9347=2.0794-0.9347=1.1447 .$$

Other orders are $R_{0.5}=3.2242$, $R_3=0.7132$ and $R_{10}=-0.1672$. The sequence falls with $q$, as derived. At $q=200$ the value is $-0.8548$, still $0.0799$ above the limit $-0.9347$. This gap is the shape term $3\ln200/199$, which decays slowly, like $\ln q/q$.

The negative entropies are no error. The probability in a region cannot exceed one, but a density can, and then its logarithm is positive. For the Shannon entropy the sign changes when $Z^3=\pi e^3\approx63.1$. This lies between $3^3=27$ and $4^3=64$, so $S$ is $0.849$ at $Z=3$ and $-0.014$ at $Z=4$. The sign has no meaning of its own, because it depends on the unit of length. The effective volume $e^S$ stays positive.

For He$^+$ the two effective volumes are

$$e^S=7.8876\ \text{bohr}^3,\qquad \frac1D=\frac{8\pi}{8}=3.1416\ \text{bohr}^3,$$

and their ratio is

$$C=\frac{7.8876}{3.1416}=2.5107 .$$

For hydrogen both volumes are $2^3=8$ times larger, and the ratio is the same.

A change of unit shows the same cancellation. With 1 bohr $=0.529177$ Å, the numerical value of a density in Å$^{-3}$ is its value in bohr$^{-3}$ divided by $0.529177^3$. For hydrogen this gives

$$S=4.1447+3\ln0.529177=4.1447-1.9093=2.2354,$$

$$D=\frac{0.039789}{0.529177^3}=0.2685\ \text{Å}^{-3}.$$

The complexity is again $0.2685\,e^{2.2354}=2.511$. The plain product, in contrast, has the numerical value $0.600$ in Å$^{-3}$ and $0.165$ in bohr$^{-3}$. These are not one quantity in two units: converting $0.165$ bohr$^{-3}$ as an inverse volume would give $1.11$ Å$^{-3}$. The logarithm in $S$ has no proper conversion factor, so $SD$ is not even a well-defined inverse volume.

## How far the result reaches

The cancellation of $Z$ does not need the exponential form. With $r=x/Z$ the Hamiltonian becomes

$$-\frac12\nabla_r^2-\frac Zr=Z^2\left(-\frac12\nabla_x^2-\frac1x\right),$$

so every hydrogenic eigenfunction obeys $\psi_Z(\mathbf r)=Z^{3/2}\psi_1(Z\mathbf r)$, and its density obeys the scaling law used above. Each $R_q$ that exists then shifts by

$$\frac{3(q-1)\ln Z}{1-q}=-3\ln Z ,$$

whatever $q$ is. Hence $C$ is independent of $Z$ for each fixed hydrogenic state. Its value does depend on the state.

Both statements were tested with densities obtained by diagonalizing the radial Schrödinger equation on one fixed grid for $Z=1,2,3$, without assuming the form of the 1s function. The 1s complexity is $2.5107$ in all three cases. For 2s the three values are $2.5884$, $2.5884$ and $2.5885$: constant within the test tolerance of $0.001$, but different from $e^3/8$. The last digit is grid error: halving the spacing from $0.005$ to $0.0025$ bohr lowers the value at $Z=3$ by about $10^{-4}$, and quadrature of the exact 2s function gives $2.5883$ for all three charges. The grid has a finite spacing, which also shows in the 1s energy at $Z=3$: it is $-4.49975$ hartree, against $-Z^2/2=-4.5$ hartree.

A finite nuclear mass leaves the result intact for the density of the relative coordinate. If $\mu$ is the reduced mass in units of the electron mass, the function $e^{-kr}$ satisfies

$$\left(-\frac{1}{2\mu}\nabla^2-\frac Zr\right)e^{-kr}
=\left(-\frac{k^2}{2\mu}+\frac{k}{\mu r}-\frac Zr\right)e^{-kr}.$$

The terms in $1/r$ cancel for $k=\mu Z$. The density is again a pure exponential, with $Z$ replaced by $\mu Z$, and $C=e^3/8$ still holds.

The argument fails when the potential brings in a second length. For a screened attraction $-(Z/r)\,e^{-r/\ell}$, the same substitution gives

$$Z^2\left(-\frac12\nabla_x^2-\frac{e^{-x/(Z\ell)}}{x}\right).$$

The parameter $Z\ell$ remains in the bracket, so at fixed $\ell$ a change of $Z$ changes the shape of the density as well as its size. Scaling then gives no reason for $C$ to be constant. A nucleus of finite radius also introduces a second length, and so does relativity, through the Compton wavelength of the electron. The value $e^3/8$ has been derived here for the 1s state of a pure Coulomb potential, without relativity.

The numerical output below lists the values for $Z=1$ to $4$ and the comparisons quoted here.

## Values computed for the example and the checks

```
closed form e^3/8 = 2.510692 (dimensionless)
1s by quadrature: S in nat, D and S*D in bohr^-3, C dimensionless
  Z=1: S=4.144730  D=0.039789  S*D=0.164914  C=2.510692
  Z=2: S=2.065288  D=0.318310  S*D=0.657402  C=2.510692
  Z=3: S=0.848893  D=1.074296  S*D=0.911962  C=2.510692
  Z=4: S=-0.014153  D=2.546479  S*D=-0.036041  C=2.510692
He+: density at nucleus = 2.546479 bohr^-3
He+: mean radius = 0.750000 bohr
He+: R_q at q=0.1 is 6.740572 nat
He+: R_q at q=0.5 is 3.224171 nat
He+: R_q at q=1 is 2.065288 nat
He+: R_q at q=2 is 1.144730 nat
He+: R_q at q=3 is 0.713207 nat
He+: R_q at q=10 is -0.167183 nat
He+: R_q at q=200 is -0.854838 nat
He+: large-q limit -ln rho(0) = -0.934712 nat
He+: mean of R_q at q=0.999 and 1.001 = 2.065289 nat
He+: volume exp(S) = 7.887572 bohr^3
He+: volume 1/D = 3.141593 bohr^3
He+: ratio of the volumes C = 2.510692
1 bohr = 0.529177 angstrom
H, density in angstrom^-3: S = 2.235434 nat
H: D = 0.268508 angstrom^-3
H: S*D = 0.600231 angstrom^-3
H: C from angstrom units = 2.510692
radial grid: spacing 0.005 bohr, 8000 points
  grid Z=1: E_1s=-0.50000 hartree, C_1s=2.51069, C_2s=2.5884
  grid Z=2: E_1s=-1.99995 hartree, C_1s=2.51069, C_2s=2.5884
  grid Z=3: E_1s=-4.49975 hartree, C_1s=2.51069, C_2s=2.5885
Gaussian density: C = 1.584516
uniform ball: C = 1.000000
```
